\section*{Confinement and strain in hole inversion layers: uniaxial compression versus biaxial tension}

\section{What the surface field does to the bands}

\textbf{Q.} My silicon p-channel devices gain hole mobility from uniaxial compression, and the gain survives at high gate field. With moderate biaxial tension the gain fades. Both strains split the valence bands, so where does the difference come from?

\textbf{A.} Start with the splitting caused by the surface field alone. Take a (001) surface with the channel along [110], let $x,y,z$ be the cube axes, and count hole energy positive into the valence band, so that holes occupy the lowest levels. In the basis of the valence orbitals $X,Y,Z$, the kinetic matrix has elements such as
\begin{align}
H_{XX}&=\frac{\hbar^2}{2m_0}\left[Lk_x^2+M(k_y^2+k_z^2)\right],\qquad
H_{XY}=\frac{\hbar^2}{2m_0}Nk_xk_y,\\
L&=\gamma_1+4\gamma_2,\qquad M=\gamma_1-2\gamma_2,\qquad N=6\gamma_3 ,
\end{align}
and the others follow by permuting the axes. At $k_x=k_y=0$ the off-diagonal terms vanish. With $K=\hbar^2k_z^2/2m_0$ and $P_Z$ the projector on $Z$, what remains is
\begin{equation}
K\left[M+(L-M)P_Z\right]=K\left[\gamma_1+6\gamma_2\left(P_Z-\tfrac13\right)\right],
\label{eq:kin}
\end{equation}
because $L-M=6\gamma_2$ and $M=\gamma_1-2\gamma_2$. For $\gamma_2>0$ the $Z$ orbital has the larger inverse mass along $z$, so confinement costs it more energy.

\textbf{Q.} How much more?

\textbf{A.} Model the surface by a hard wall at $z=0$ and a potential $eFz$ for $z>0$. For the $\gamma_1$ part of (\ref{eq:kin}), set $z=\ell u$ with $\ell^3=\hbar^2\gamma_1/(2m_0eF)$. The Hamiltonian becomes $eF\ell\,(-d^2/du^2+u)$, and its lowest level is
\begin{equation}
E_1=a_1eF\ell=a_1\left(\frac{\hbar^2\gamma_1}{2m_0}\right)^{1/3}(eF)^{2/3},
\end{equation}
where $a_1=2.338$ is the magnitude of the first Airy zero. To find the kinetic share, compress the wave function by a factor $\lambda$, which respects the wall. The energy becomes $\lambda^2T+U/\lambda$. It is stationary at $\lambda=1$, so $2T=U$ and $T=E_1/3$. Since $T=\gamma_1\langle K\rangle$,
\begin{equation}
\kappa\equiv6\gamma_2\langle K\rangle=\frac{2\gamma_2}{\gamma_1}E_1
=2\gamma_2a_1\left(\frac{\hbar^2}{2m_0}\right)^{1/3}\frac{(eF)^{2/3}}{\gamma_1^{2/3}} .
\label{eq:kappa}
\end{equation}
Within the lowest level, and to first order in the anisotropy, confinement adds $\kappa(P_Z-\frac13)$ to the band-edge energies. The small parameter is $\kappa/E_1=2\gamma_2/\gamma_1$, which is 0.16 for $\gamma_1=4.3$ and $\gamma_2=0.35$. These and the other material parameters below are model inputs of silicon's size, not quoted measurements.

\section{Biaxial tension}

\textbf{Q.} And what does tension do to the $Z$ orbital?

\textbf{A.} It lowers it. Apart from a common shift, strain gives orbital $i$ the hole energy $-3b\,\varepsilon_{ii}$, with $b<0$, and couples $X$ to $Y$ by $-\sqrt3\,d\,\varepsilon_{xy}$, with $d<0$. Biaxial tension $\sigma$ means $\sigma_{xx}=\sigma_{yy}=\sigma$ and $\sigma_{zz}=0$. Subtracting two lines of Hooke's law gives $\sigma_{xx}-\sigma_{zz}=(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{zz})$. The $Z$ orbital therefore lies below $X$ and $Y$ by
\begin{equation}
O=3|b|(\varepsilon_{xx}-\varepsilon_{zz})=\frac{3|b|\sigma}{C_{11}-C_{12}} .
\end{equation}
For $\sigma=0.8$ GPa, $b=-2.3$ eV and $C_{11}-C_{12}=166-64=102$ GPa, this is $3\times2.3\times0.8/102$ eV $=54.1$ meV. Confinement raises $Z$ by $\kappa$, so the two enter through the difference
\begin{equation}
s=O-\kappa .
\end{equation}
In this sense the surface field acts as an added biaxial compression.

\textbf{Q.} Silicon has a small spin-orbit splitting. Does the cancellation survive it?

\textbf{A.} Yes, in this first-order model. Spin-orbit coupling contributes $(\Delta/3)(1-\mathbf L\cdot\boldsymbol\sigma)$, where here $\mathbf L$ is the orbital angular momentum in units of $\hbar$ and $\boldsymbol\sigma$ are the Pauli matrices. Since $\mathbf L\cdot\boldsymbol\sigma$ equals $1$ for $J=3/2$ and $-2$ for $J=1/2$, these states lie at $0$ and $\Delta$. Now add $-s(P_Z-\frac13)$. The heavy-hole state $(X+iY)\uparrow/\sqrt2$ contains no $Z$ and has $E_H=s/3$. The light-hole and split-off states are
\begin{align}
|l\rangle&=\sqrt{\tfrac23}\,|Z\uparrow\rangle-\sqrt{\tfrac13}\,\left|\tfrac{X+iY}{\sqrt2}\downarrow\right\rangle,\\
|so\rangle&=\sqrt{\tfrac13}\,|Z\uparrow\rangle+\sqrt{\tfrac23}\,\left|\tfrac{X+iY}{\sqrt2}\downarrow\right\rangle .
\end{align}
The elements of $P_Z$ are $\frac23$ and $\frac13$ on the diagonal and $\frac{\sqrt2}3$ off it, so the two-state matrix and its lower eigenvalue are
\begin{align}
&\begin{pmatrix}-s/3&-\sqrt2\,s/3\\-\sqrt2\,s/3&\Delta\end{pmatrix},\\
&E_L=\frac{\Delta-s/3}{2}-\frac12\sqrt{\left(\Delta+\frac s3\right)^2+\frac{8s^2}{9}} .
\end{align}
Subtracting from $E_H$ and expanding the square gives
\begin{equation}
G=E_H-E_L=\frac12\left[s-\Delta+\sqrt{\Delta^2+\tfrac23\Delta s+s^2}\right].
\label{eq:gap}
\end{equation}
Setting $G=0$ requires the root to equal $\Delta-s$. Squaring leaves $\frac83\Delta s=0$, hence $s=0$ for any $\Delta>0$. The gap also grows steadily with $s$: writing $R$ for the root, $dG/ds=\frac12[1+(s+\Delta/3)/R]$, and this is positive because $R^2-(s+\Delta/3)^2=8\Delta^2/9$.

\textbf{Q.} What are the limits of that formula?

\textbf{A.} For $|s|\ll\Delta$, $G\simeq2s/3$. For $s\gg\Delta$, $G\simeq s-\Delta/3$. For large negative $s$, $G$ tends to $-2\Delta/3$, because the two lowest bands are then both made of $X$ and $Y$, and confinement shifts them together. The last limit matters without strain, where $s=-\kappa$: the gap opened by confinement grows more slowly than $\kappa$ and cannot pass 30 meV for $\Delta=45$ meV.

\textbf{Q.} At what field does my strained device lose its splitting?

\textbf{A.} Where $\kappa=O$. Solving (\ref{eq:kappa}) for the field gives
\begin{equation}
eF_c=\gamma_1\left(\frac{O}{2\gamma_2a_1}\right)^{3/2}\left(\frac{\hbar^2}{2m_0}\right)^{-1/2}.
\end{equation}
At 100 MV/m (1 MV/cm), $\kappa=44.9$ meV. Since $\kappa\propto F^{2/3}$, $F_c=100\,(54.1/44.9)^{3/2}\simeq132$ MV/m. Diagonalizing the full six-band well gives 140 MV/m, so the first-order formula is about 5\% below it.

The gap shrinks well before the crossing. At 20 MV/m, $\kappa=15.4$ meV and $s=38.8$ meV, and (\ref{eq:gap}) gives
\begin{equation}
G=\tfrac12\left[38.8-45+\sqrt{45^2+30\times38.8+38.8^2}\right]\simeq31\ \text{meV}.
\end{equation}
The full well gives 31.6 meV. At 100 MV/m, $s$ is only 9.2 meV and the full gap is 7.8 meV, less than a third of the thermal energy of 25.9 meV. Because $O\propto\sigma$, $F_c\propto\sigma^{3/2}$. This is why the word ``moderate'' matters: strong tension moves the crossing to higher fields.

\section{Uniaxial compression}

\textbf{Q.} Why does the same field not undo uniaxial compression?

\textbf{A.} Because that stress puts a different orbital at the band edge. Compression of magnitude $\sigma$ along [110] has $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=-\sigma/2$. The normal stresses are half as large as before and of opposite sign, so $Z$ moves up by $O/2=27.1$ meV relative to the mean of $X$ and $Y$. The shear strain is $\varepsilon_{xy}=\sigma_{xy}/2C_{44}=-\sigma/4C_{44}$. With $C_{44}=80$ GPa it is $-0.25\%$, and with $d=-5$ eV the coupling of $X$ to $Y$ is
\begin{equation}
t=-\sqrt3\,d\,\varepsilon_{xy}=-\sqrt3\times5\times0.0025\ \text{eV}=-21.7\ \text{meV}.
\end{equation}
Before spin-orbit coupling, $(X+Y)/\sqrt2$ lies at $-21.7$ meV, $(X-Y)/\sqrt2$ at $+21.7$ meV and $Z$ at $+27.1$ meV. The band-edge orbital has no $Z$ part, so confinement raises it less than $Z$.

\textbf{Q.} Spin-orbit coupling mixes those orbitals. Can you make the argument without pure states?

\textbf{A.} Let $w_1$ and $w_2$ be the $Z$ weights of the first and second bands, the first being the lower in hole energy. The effective Hamiltonian depends on confinement through $\kappa(P_Z-\frac13)$. By the Hellmann--Feynman theorem $dE_i/d\kappa=w_i-\frac13$, and therefore
\begin{equation}
\frac{d(E_2-E_1)}{d\kappa}=w_2-w_1 .
\label{eq:rule}
\end{equation}
Here $E_1$ and $E_2$ are band energies within the lowest level. Confinement opposes the strain splitting if the first band has more $Z$ character than the second, and assists it otherwise. With strain alone, tension gives $w_1=0.93$ and $w_2=0$, a slope of $-0.93$. Uniaxial compression gives $w_1=0.04$ and $w_2=0.44$, a slope of $+0.40$. In the uniaxial case the slope was tested at nine values of $\kappa$ from 0 to 80 meV and was positive at each.

The full well agrees. The uniaxial gap is 37.5 meV from strain alone, 42.4 meV at 20 MV/m and 47.1 meV at 100 MV/m.

\textbf{Q.} Does it keep growing?

\textbf{A.} In the effective model it has a ceiling. For very large $\kappa$ the $Z$ orbital drops out. In the remaining $X,Y$ space the spin-orbit term $-(\Delta/3)L_z\sigma_z$ is an imaginary coupling of $X$ to $Y$, while $t$ is a real one, so they add in quadrature:
\begin{equation}
E_2-E_1\to2\sqrt{t^2+(\Delta/3)^2}=2\sqrt{21.7^2+15^2}\simeq53\ \text{meV}.
\end{equation}

\textbf{Q.} Then is it the uniaxial character that counts, or the sign of the strain?

\textbf{A.} For the sign of the confinement effect, what counts is which orbital lies at the edge. Biaxial compression makes $O$ negative, so $s=-|O|-\kappa$, and by (\ref{eq:gap}) confinement then increases $|G|$ too. But that gap cannot exceed $2\Delta/3=30$ meV, because there is no shear to separate $X+Y$ from $X-Y$. The shear raises the uniaxial ceiling, and it also makes the edge band light along the channel. With $k_x=k_y=k/\sqrt2$, the inverse masses of $(X\pm Y)/\sqrt2$ along [110], in units of $1/m_0$, are
\begin{equation}
\frac{L+M}{2}\pm\frac N2=\gamma_1+\gamma_2\pm3\gamma_3=9.0\ \text{and}\ 0.3
\end{equation}
for $\gamma_3=1.45$. These are values for pure orbitals without coupling between confinement levels. That coupling, spin-orbit coupling and thermal occupation all make the edge band less light than the value 9.0 suggests.

\section{From splitting to mobility}

\textbf{Q.} I measure mobility, not splittings. How does one follow from the other?

\textbf{A.} Assume phonon scattering that randomizes the direction of motion, with a rate set by the density of final states $D$ summed over all subbands:
\begin{equation}
\frac1{\tau(E)}=A\left\{D(E)+r\left[nD(E+\hbar\omega)+(n+1)D(E-\hbar\omega)\right]\right\}.
\end{equation}
The first term is quasi-elastic acoustic scattering. The others are absorption and emission of an optical phonon with $\hbar\omega=60$ meV, thermal occupation $n$ and relative weight $r=3$. In a field $\mathcal E$ along the channel, write the distribution as $f_0+f_1$, with $f_0\propto e^{-E/kT}$. Since $E(-\mathbf k)=E(\mathbf k)$ and the velocity is odd, $f_1$ is odd and sums to zero over each energy shell. Scattering into a state then contributes nothing at first order, and the Boltzmann equation reads
\begin{equation}
e\mathcal E v\frac{\partial f_0}{\partial E}=-\frac{f_1}{\tau}
\quad\Rightarrow\quad f_1=\frac{e\mathcal E v\tau}{kT}f_0,
\qquad \mu=\frac{e}{kT}\langle v^2\tau\rangle .
\end{equation}
Writing $\langle v^2\tau\rangle=\langle v^2\rangle\bar\tau$ splits the mobility into an inverse conductivity mass, $\langle v^2\rangle/kT$, and a mean time $\bar\tau$. I assume that $A$, which contains the overlap of the subband wave functions, is the same with and without strain at a given field. It then cancels from the gain.

A band gap removes final states, which can lengthen $\bar\tau$. For a parabolic two-dimensional band, the fraction of holes with energy above $G$ is $e^{-G/kT}$. The subbands here are far from parabolic, so use this only for the trend, not for the actual fractions. Under tension that estimate rises from $e^{-31.6/25.9}\simeq0.30$ at 20 MV/m to $e^{-7.8/25.9}\simeq0.74$ at 100 MV/m, so more holes can reach the second band by elastic scattering. This estimate overstates the change. With the six-band dispersion the fraction rises only from about 0.6 to about two thirds, partly because at 100 MV/m the first band has its minimum a few meV below its value at $k=0$. Meanwhile the gap of the unstrained reference grows in magnitude from 8.8 to 18.8 meV, and the fraction there falls by more, from about 0.9 to about three quarters. The time factor is a ratio, so both changes enter it.

\textbf{Q.} What gains result?

\textbf{A.} With the six-band dispersion at 300 K and both stresses at 0.8 GPa, the mobility relative to the unstrained well at the same field is:
\begin{center}
\begin{tabular}{lccc}
Field (MV/m) & 20 & 50 & 100\\
Tension & 1.21 & 0.92 & 0.75\\
Uniaxial compression & 4.4 & 4.4 & 4.2
\end{tabular}
\end{center}
The tension gain is gone by 50 MV/m, before the bands cross. Its time factor falls from 1.34 at 20 MV/m to 0.97 at 100 MV/m, and its inverse-mass factor falls from 0.91 to 0.77. Before rounding, their products are the 1.21 and 0.75 in the table. For uniaxial compression at 100 MV/m the factors are 2.28 for inverse mass and 1.85 for time, so lighter transport and reduced scattering both contribute.

The uniaxial gain drops by about 4\% between the lowest and highest fields. Enlarging the basis changed one mobility, that for tension at 20 MV/m, by 3.5\%, so I would not interpret so small a drop. The numerical output lists the remaining values.

\textbf{Q.} Can you show that the vanishing gap causes the loss, rather than merely accompanying it?

\textbf{A.} For part of it. At 100 MV/m, raise the tension until $s$ returns to its value at 20 MV/m. This needs $O=54.1+44.9-15.4=83.6$ meV, or $0.8\times83.6/54.1=1.24$ GPa. The time factor recovers from 0.97 to 1.28, close to its low-field 1.34. The inverse-mass factor stays at 0.77, so the gain recovers from 0.75 to 0.98. That is one within the numerical accuracy, and still below the low-field 1.21. Restoring the splitting repairs most of the scattering loss, but not the heavier transport mass.

\textbf{Q.} Why does the mass get heavier?

\textbf{A.} This calculation does not isolate the cause. The control shows only that the net shift $s$ does not set the mass by itself, since restoring $s$ left the inverse-mass factor at 0.77. The band-edge model cannot say more, because it is built at $k_x=k_y=0$ and leaves out the terms $Nk_xk_z$ and $Nk_yk_z$, which couple different confinement levels at finite in-plane wavevector. The full well includes them, but I have not separated their effect.

\textbf{Q.} How far should I trust this for a real transistor?

\textbf{A.} Trust the sign rule (\ref{eq:rule}) on a (001) surface, where one confinement level dominates and $\gamma_2>0$. It does not carry over to a (110) surface, where the kinetic energy along the normal involves $\gamma_3$ and the $Z$ weights can give the wrong sign. Treat the gains as trends of this model. It uses Boltzmann statistics, although the hole density that goes with a high gate field can bring the channel close to degeneracy and lower the uniaxial gain. It also replaces the self-consistent potential by a triangle. It leaves out surface roughness and charged impurities, and roughness can matter at high field. The six-band dispersion is also least reliable in the heavy [110] wings at large wavevector, which affect the unstrained reference. The factor of about four is therefore not a device prediction. At low stress the model's gain grows by about 2 per GPa, roughly three times the usual longitudinal [110] hole piezoresistance of silicon, about 0.7 per GPa, so expect a much smaller gain in a device at 0.8 GPa. Within the model, the uniaxial gain persists: the edge band stays light along the channel, and confinement widens its separation from the next band. Under moderate tension, confinement closes that separation.

\section*{Computed results}
\begin{verbatim}
Luttinger parameters g1, g2, g3: 4.3, 0.35, 1.45
spin-orbit splitting: 45.0 meV
deformation potentials b, d: -2.3, -5.0 eV
stiffness c11, c12, c44: 166.0, 64.0, 80.0 GPa
stress magnitude, both cases: 0.8 GPa; temperature: 300 K
optical phonon energy: 60 meV; optical/acoustic weight: 3.0
thermal energy kT: 25.85 meV
first Airy zero magnitude a1: 2.3381
biaxial strain exx, ezz: 0.443, -0.341 percent
uniaxial strain exx, ezz, exy: -0.221, 0.171, -0.250 percent
strain shift O of Z under tension: 54.12 meV
uniaxial X-Y coupling: -21.65 meV
strain-only gap, tension (heavy minus light): 45.11 meV
strain-only gap, uniaxial: 37.51 meV
Z weight, tension, first and second band: 0.926, 0.000
Z weight, uniaxial, first and second band: 0.039, 0.439
F = 20 MV/m: kappa = 15.35 meV, net shift O - kappa = 38.77 meV
  full-well gaps: unstrained -8.84, tension 31.61, uniaxial 42.43 meV
F = 50 MV/m: kappa = 28.27 meV, net shift O - kappa = 25.85 meV
  full-well gaps: unstrained -14.22, tension 20.72, uniaxial 45.05 meV
F = 100 MV/m: kappa = 44.87 meV, net shift O - kappa = 9.25 meV
  full-well gaps: unstrained -18.80, tension 7.75, uniaxial 47.14 meV
crossing field, formula: 132.5 MV/m
crossing field, full well: 139.7 MV/m
F = 20 MV/m, unstrained m0/m along [110]: 1.491
  tension: mobility gain 1.209 = inverse-mass factor 0.905 x time factor 1.336
  uniaxial: mobility gain 4.413 = inverse-mass factor 2.219 x time factor 1.988
F = 50 MV/m, unstrained m0/m along [110]: 1.444
  tension: mobility gain 0.917 = inverse-mass factor 0.818 x time factor 1.121
  uniaxial: mobility gain 4.395 = inverse-mass factor 2.328 x time factor 1.888
F = 100 MV/m, unstrained m0/m along [110]: 1.480
  tension: mobility gain 0.745 = inverse-mass factor 0.771 x time factor 0.966
  uniaxial: mobility gain 4.222 = inverse-mass factor 2.284 x time factor 1.849
control tension at 100 MV/m: 1.236 GPa
  control gain 0.978 = inverse-mass factor 0.766 x time factor 1.277
mobility change, denser grid, 100 MV/m: -0.57 percent
mobility change, larger basis, 20 MV/m: -3.52 percent
mobility change, six angles and 2.4/nm cutoff, 100 MV/m: 4.05 percent
\end{verbatim}
